# Why straight Cartesian steps limit the rotation of stiff groups: a program that tests the result

```python
# Result under test: a straight Cartesian step that should turn a stiff bond by
# theta stretches it by r*theta^2/2, so a full step lowers the energy only for
# theta < 2*sqrt(eps), eps = kappa/(k*r^2), with corrections of relative order eps.
# r: bond length (m), k: stretching stiffness (N/m),
# kappa: angular stiffness (J/rad^2), u: starting angle from the minimum (rad).
# For a group of springs, k*r^2 is replaced by K = sum k*rho^4/d^2, where d is a
# spring length and rho its part perpendicular to the rotation axis.
import numpy as np
import sympy as sp
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial.transform import Rotation

r, k, kappa = 1.0e-10, 500.0, 2.0e-20
eps = kappa / (k * r**2)

# Cartesian energy and its exact derivatives
X, Y, KAP = sp.symbols("x y kappa", real=True)
E_sym = (sp.Float(k) / 2 * (sp.sqrt(X**2 + Y**2) - sp.Float(r))**2
         + KAP / 2 * sp.atan2(Y, X)**2)
grad_sym = [sp.diff(E_sym, v) for v in (X, Y)]
hess_sym = [[sp.diff(g, v) for v in (X, Y)] for g in grad_sym]
grad_fun = sp.lambdify((X, Y, KAP), grad_sym, "numpy")
hess_fun = sp.lambdify((X, Y, KAP), hess_sym, "numpy")


def energy(p, kap=kappa):
    return (0.5 * k * (np.hypot(p[0], p[1]) - r)**2
            + 0.5 * kap * np.arctan2(p[1], p[0])**2)


def start(u):
    """Position, outward unit vector, tangent towards the minimum."""
    outward = np.array([np.cos(u), np.sin(u)])
    tangent = np.array([np.sin(u), -np.cos(u)])
    return r * outward, outward, tangent


def newton_step(p, kap=kappa):
    g = np.array(grad_fun(p[0], p[1], kap), dtype=float)
    h = np.array(hess_fun(p[0], p[1], kap), dtype=float)
    return -np.linalg.solve(h, g)


print(f"bond length r = {r*1e12:.1f} pm")
print(f"stretching stiffness k = {k:.1f} N/m")
print(f"angular stiffness kappa = {kappa:.3e} J/rad^2")
print(f"k r^2 = {k*r**2:.3e} J")
print(f"stiffness ratio eps = {eps:.5f}")

# Stretch, energy balance and decrease ratio for full tangential steps
print("full straight steps: angle (rad), stretch (pm), stretch energy (J),")
print("  available energy (J), actual/predicted decrease")
for u in (0.02, np.sqrt(eps), 0.1, 0.2, 0.5):
    p, outward, tangent = start(u)
    q = p + r * u * tangent
    stretch = np.hypot(*q) - r
    assert abs(stretch / (r * u**2 / 2) - 1) < 0.3 * u**2 + 1e-9
    turned = u - np.arctan2(q[1], q[0])
    assert abs((u - turned) / (u**3 / 3) - 1) < 0.7 * u**2 + 1e-7
    available = energy(p)
    ratio = (available - energy(q)) / available
    # the next term of the stretch expansion sets this tolerance
    assert abs(ratio - (1 - u**2 / (4 * eps))) < 1.2 * u**4 / (8 * eps)
    print(f"  {u:.4f}  {stretch*1e12:.4f}  {0.5*k*stretch**2:.3e}"
          f"  {available:.3e}  {ratio:.3f}")

# Adding the inward displacement of the arc removes the second-order stretch
angle = 0.1
p, outward, tangent = start(angle)
straight = np.hypot(*(p + r * angle * tangent)) - r
bent = np.hypot(*(p + r * angle * tangent - r * angle**2 / 2 * outward)) - r
assert abs(bent / (r * angle**4 / 8) - 1) < 1e-3
print(f"stretch at {angle:.1f} rad, straight step = {straight*1e12:.5f} pm")
print(f"stretch at {angle:.1f} rad, with inward term = {bent*1e12:.5f} pm")

# A true rotation reaches the minimum without stretching
for u in (0.1, 0.5, 1.0):
    p = start(u)[0]
    c, s = np.cos(u), np.sin(u)
    assert energy(np.array([[c, s], [-s, c]]) @ p) < 1e-12 * energy(p)

# The exact Cartesian Newton step is almost purely tangential
for u in (0.1, 0.5, 1.0):
    p, outward, tangent = start(u)
    d = newton_step(p)
    assert abs(d @ tangent / (r * u / (1 - eps * u**2)) - 1) < 1e-8
    assert abs(-d @ outward / (eps * r * u**2 / (1 - eps * u**2)) - 1) < 1e-7
p, outward, tangent = start(angle)
d = newton_step(p)
print(f"Newton step at {angle:.1f} rad: tangential = {d@tangent*1e12:.5f} pm")
print(f"Newton step at {angle:.1f} rad: inward = {-d@outward*1e12:.5f} pm")
print(f"inward displacement needed by arc = {r*angle**2/2*1e12:.5f} pm")


def energy_limit(ratio, use_newton):
    """Starting angle at which the full step leaves the energy unchanged."""
    kap = ratio * k * r**2

    def change(u):
        p, outward, tangent = start(u)
        d = newton_step(p, kap) if use_newton else r * u * tangent
        return (energy(p + d, kap) - energy(p, kap)) / kap

    guess = 2 * np.sqrt(ratio)
    return brentq(change, 0.5 * guess, 1.8 * guess, xtol=1e-14)


print("limits (rad): eps, 2 sqrt(eps), tangential step, Newton step")
for ratio in (1e-4, 1e-3, eps, 1e-2):
    rule = 2 * np.sqrt(ratio)
    lim_t, lim_n = energy_limit(ratio, False), energy_limit(ratio, True)
    assert abs(lim_t / rule - 1) < 2 * ratio
    assert abs(lim_n / rule - 1) < 5 * ratio
    if ratio == 1e-4:  # small enough to isolate the first correction
        assert abs((lim_t / rule - 1) / ratio - 1) < 0.02
        assert abs((lim_n / rule - 1) / ratio - 3) < 0.05
    print(f"  {ratio:.4f}  {rule:.5f}  {lim_t:.5f}  {lim_n:.5f}")
print(f"main limit 2 sqrt(eps) = {np.degrees(2*np.sqrt(eps)):.2f} degrees")
print(f"cautious limit sqrt(eps) = {np.degrees(np.sqrt(eps)):.2f} degrees")

# Best partial tangential step from a distant start
far = 1.0
p, outward, tangent = start(far)
search = minimize_scalar(lambda t: energy(p + r * t * tangent) / kappa,
                         bounds=(0.0, 1.0), method="bounded",
                         options={"xatol": 1e-9})
best = search.x
best_rule = brentq(lambda t: t**3 - 2 * eps * (far - t), 0.0, far)
assert abs(best / best_rule - 1) < 0.02
assert 2 * np.sqrt(eps) < best < far / 2
print(f"best partial step from {far:.1f} rad, full energy = {best:.4f} rad")
print(f"best partial step from cubic equation = {best_rule:.4f} rad")


def optimize(monitored):
    """Newton iteration; if monitored, halve each step until energy falls."""
    p = start(far)[0]
    first = energy(p)
    highest, steps, trials = first, 0, 0
    while energy(p) > 1e-6 * first:
        d = newton_step(p)
        trials += 1
        while monitored and energy(p + d) >= energy(p):
            d = d / 2
            trials += 1
            assert trials < 1000
        p = p + d
        steps += 1
        highest = max(highest, energy(p))
        assert steps < 200
    return steps, trials, highest / first


free, guarded = optimize(False), optimize(True)
assert free[2] > 10 and guarded[2] <= 1.0
assert guarded[0] > free[0]
print(f"Newton runs from {far:.1f} rad to 1e-6 of the starting energy:")
print(f"  unmonitored: steps = {free[0]}, peak/start energy = {free[2]:.2f}")
print(f"  monitored: steps = {guarded[0]}, trial energies = {guarded[1]}")

# Three atoms around the z axis, with two further atoms on the axis
tilt = np.radians(70.0)
top = [[r * np.sin(tilt) * np.cos(a), r * np.sin(tilt) * np.sin(a),
        r * np.cos(tilt)] for a in 2 * np.pi * np.arange(3) / 3]
atoms = np.array([[0, 0, 0], [0, 0, -1.5e-10]] + top)
k_cross, kappa_top = 50.0, 6.0e-20
springs = ([(0, i, k) for i in (2, 3, 4)]
           + [(1, i, k_cross) for i in (2, 3, 4)]
           + [(2, 3, k_cross), (3, 4, k_cross), (2, 4, k_cross)])
cross_z = np.array([[0., -1., 0.], [1., 0., 0.], [0., 0., 0.]])

# Linear step equals rotation by arctan(theta) times perpendicular expansion
for theta in (0.1, 0.7):
    grow = np.sqrt(1 + theta**2)
    turn = Rotation.from_rotvec([0, 0, np.arctan(theta)]).as_matrix()
    assert np.allclose(np.eye(3) + theta * cross_z,
                       turn @ np.diag([grow, grow, 1.0]), atol=1e-13)


def group_energy(pos, u):
    """Spring energy plus soft torsion; the minimum lies u ahead of atoms."""
    total = 0.0
    for i, j, stiffness in springs:
        rest = np.linalg.norm(atoms[i] - atoms[j])
        total += 0.5 * stiffness * (np.linalg.norm(pos[i] - pos[j]) - rest)**2
    turns = []
    for i in (2, 3, 4):
        a, b = atoms[i], pos[i]
        turns.append(np.arctan2(a[0]*b[1] - a[1]*b[0], a[0]*b[0] + a[1]*b[1]))
    return total + 0.5 * kappa_top * (u - np.mean(turns))**2


def group_change(u):
    moved = atoms + u * atoms @ cross_z.T
    return (group_energy(moved, u) - group_energy(atoms, u)) / kappa_top


K = 0.0
for i, j, stiffness in springs:
    diff = atoms[i] - atoms[j]
    K += stiffness * (diff[0]**2 + diff[1]**2)**2 / (diff @ diff)
group_rule = 2 * np.sqrt(kappa_top / K)
group_limit = brentq(group_change, 0.5 * group_rule, 1.8 * group_rule)
assert abs(group_limit / group_rule - 1) < 0.02
print(f"group: tilt to axis = {np.degrees(tilt):.1f} degrees")
print(f"group: distance between axis atoms = {-atoms[1][2]*1e12:.1f} pm")
print(f"group: bond springs = {k:.1f} N/m, other springs = {k_cross:.1f} N/m")
print(f"group: torsional stiffness = {kappa_top:.3e} J/rad^2")
print(f"group: K = {K:.4e} J")
print(f"group: limit from 2 sqrt(kappa/K) = {group_rule:.5f} rad")
print(f"group: limit from full energy = {group_limit:.5f} rad")
print(f"group: limit from full energy = {np.degrees(group_limit):.2f} degrees")

print("all assertions hold")
```

It prints:

```
bond length r = 100.0 pm
stretching stiffness k = 500.0 N/m
angular stiffness kappa = 2.000e-20 J/rad^2
k r^2 = 5.000e-18 J
stiffness ratio eps = 0.00400
full straight steps: angle (rad), stretch (pm), stretch energy (J),
  available energy (J), actual/predicted decrease
  0.0200  0.0200  9.998e-26  4.000e-24  0.975
  0.0632  0.1998  9.980e-24  4.000e-23  0.750
  0.1000  0.4988  6.219e-23  1.000e-22  0.378
  0.2000  1.9804  9.805e-22  4.000e-22  -1.451
  0.5000  11.8034  3.483e-20  2.500e-21  -12.937
stretch at 0.1 rad, straight step = 0.49876 pm
stretch at 0.1 rad, with inward term = 0.00125 pm
Newton step at 0.1 rad: tangential = 10.00040 pm
Newton step at 0.1 rad: inward = 0.00400 pm
inward displacement needed by arc = 0.50000 pm
limits (rad): eps, 2 sqrt(eps), tangential step, Newton step
  0.0001  0.02000  0.02000  0.02001
  0.0010  0.06325  0.06331  0.06344
  0.0040  0.12649  0.12700  0.12801
  0.0100  0.20000  0.20200  0.20599
main limit 2 sqrt(eps) = 7.25 degrees
cautious limit sqrt(eps) = 3.62 degrees
best partial step from 1.0 rad, full energy = 0.1863 rad
best partial step from cubic equation = 0.1867 rad
Newton runs from 1.0 rad to 1e-6 of the starting energy:
  unmonitored: steps = 5, peak/start energy = 42.94
  monitored: steps = 10, trial energies = 13
group: tilt to axis = 70.0 degrees
group: distance between axis atoms = 150.0 pm
group: bond springs = 500.0 N/m, other springs = 50.0 N/m
group: torsional stiffness = 6.000e-20 J/rad^2
group: K = 1.5943e-17 J
group: limit from 2 sqrt(kappa/K) = 0.12269 rad
group: limit from full energy = 0.12311 rad
group: limit from full energy = 7.05 degrees
all assertions hold
```
